# Oxide-film dissolution into metal: a conservative moving-interface scheme

## Result

An oxide film dissolving into thick, initially oxygen-free metal obeys

$$s(t)=s_0-K\sqrt t,\qquad t_*=(s_0/K)^2, \tag{1}$$

where $s$ is the oxide thickness in metal-equivalent units and $t_*$ is the dissolution time. This holds for any smooth, positive diffusivity $D(u)$ that depends on the oxygen/metal atom ratio $u$ alone. Constant $D$ is not needed for the square root; it gives the coefficient in closed form:

$$K=2\lambda\sqrt D,\qquad \sqrt\pi\,\lambda e^{\lambda^2}(1+\operatorname{erf}\lambda)=r,\qquad r=\frac{u_s}{u_{ox}-u_s}. \tag{2}$$

Here $u_{ox}$ is the ratio in the oxide and $u_s$ that in the metal at the interface. The scheme below treats variable $D(u)$ and finite metal, and keeps the total oxygen to the accuracy of its iteration.

## Model and balances

Let $y$ count metal atoms per area, expressed as the thickness they fill in pure metal. Oxide occupies $0<y<s$ and metal $s<y<L$. The real oxide thickness is $Rs$, with $R$ the oxide/metal volume ratio per metal atom. A metal atom keeps its $y$ when its surroundings change from oxide to metal, so the volume change adds no convection term.

The model is one-dimensional. The oxide has fixed composition, the interface is in local equilibrium, and both outer faces are sealed. Lattice expansion of the metal is neglected; a normal strain $\epsilon$ would multiply $D$ by $(1+\epsilon)^{-2}$, one factor from the gradient and one from the density of metal atoms.

With flux $-Du_y$, oxygen balance in the metal is

$$u_t=(D(u)u_y)_y,\qquad u(s,t)=u_s,\qquad u_y(L,t)=0. \tag{3}$$

When the interface recedes by $-ds$, that slice changes from $u_{ox}$ to $u_s$ and releases $(u_{ox}-u_s)(-ds)$. This must equal the oxygen diffusing away, $-D(u_s)u_y\,dt$. Hence

$$(u_{ox}-u_s)\dot s=D(u_s)u_y\big|_{s^+}. \tag{4}$$

Since $u_y<0$, $\dot s<0$. The total oxygen, per area and in units of the metal's atomic density, is $N=u_{ox}s+\int_s^Lu\,dy$. Differentiating, with the moving lower limit included,

$$\dot N=u_{ox}\dot s-u_s\dot s+\int_s^L(Du_y)_y\,dy
=(u_{ox}-u_s)\dot s-D(u_s)u_y|_{s^+}=0. \tag{5}$$

## The square-root law

Take $L\to\infty$ and set $\eta=(y-s_0)/\sqrt t$, $u=u(\eta)$. Then $u_t=-\eta u'/(2t)$ and $(Du_y)_y=(Du')'/t$, so time cancels from (3). With $q=-Du'$,

$$u'=-\frac qD,\qquad q'=\frac{\eta u'}2=-\frac{\eta q}{2D}. \tag{6}$$

The interface lies at $\eta=-K$, where $\dot s=-K/(2\sqrt t)$ and $u_y=-q/(D\sqrt t)$. Equation (4) becomes $q(-K)=(u_{ox}-u_s)K/2$. Starting there with $u=u_s$, one integrates outward and adjusts $K$ until $u(\infty)=0$. The initial thickness $s_0$ does not enter this problem; it sets when the oxide runs out.

For constant $D$, let $\xi=(y-s_0)/(2\sqrt{Dt})$. The solution vanishing at infinity is $u=A\operatorname{erfc}\xi$. At the interface $\xi=-\lambda$, and $\operatorname{erfc}(-\lambda)=1+\operatorname{erf}\lambda$, so $A=u_s/(1+\operatorname{erf}\lambda)$. The derivative of $\operatorname{erfc}\xi$ is $-2e^{-\xi^2}/\sqrt\pi$, which gives $u_y=-Ae^{-\lambda^2}/\sqrt{\pi Dt}$. With $\dot s=-\lambda\sqrt{D/t}$, (4) reads

$$(u_{ox}-u_s)\lambda\sqrt{\frac Dt}=\frac{u_s e^{-\lambda^2}}{1+\operatorname{erf}\lambda}\sqrt{\frac D{\pi t}}.$$

Cancelling $\sqrt{D/t}$ gives (2). Its left side rises from zero without bound, so the positive root is unique.

For small $r$, $\lambda\simeq r/\sqrt\pi$: the interface hardly moves on the scale of the diffusion length. At $r=0.25$ this gives 0.141 against the root 0.122. Because $t_*\propto\lambda^{-2}$, the approximation makes the time about 25% too short.

## Discretization

Map the metal to $0<z<1$ by $y=s+z(L-s)$. An edge at fixed $z$ moves at $v=(1-z)\dot s$. Differentiating the oxygen content between two such edges and using (3) gives

$$\frac d{dt}\int_{y_a}^{y_b}u\,dy=\big[Du_y+vu\big]_{y_a}^{y_b}. \tag{7}$$

Let cell $i=1,\dots,n$ have width $\Delta z_i$. Write $W=L-s$ for the new metal width, $W^o$ for the old one, and $\delta=s-s^o\le0$. At an inner edge, $g$ is the distance in $z$ between the adjacent cell centres, and $w^L+w^R=1$ are linear interpolation weights. Define

$$c=\frac{\Delta t\,D}{Wg},\quad e=\delta(1-z),\quad a=c-ew^L,\quad b=c+ew^R,$$

with $D$ taken at the mean of the two cell values. The diffusive and mesh terms add to

$$F_{i+1/2}=c(u_{i+1}-u_i)+e(w^Lu_i+w^Ru_{i+1})=b\,u_{i+1}-a\,u_i. \tag{8}$$

The implicit cell balance is

$$W\Delta z_iu_i-W^o\Delta z_iu_i^o=F_{i+1/2}-F_{i-1/2}. \tag{9}$$

At the interface the gradient spans half a cell:

$$F_{1/2}=c_0(u_1-u_s)+\delta u_s,\quad c_0=\frac{2\Delta t\,D_0}{W\Delta z_1},\quad \delta=\frac{c_0(u_1-u_s)}{u_{ox}-u_s}, \tag{10}$$

with $D_0=D((u_s+u_1)/2)$. At the sealed end $F_{n+1/2}=0$. Collecting unknowns gives the tridiagonal row

$$-a_{i-1/2}u_{i-1}+(W\Delta z_i+a_{i+1/2}+b_{i-1/2})u_i-b_{i+1/2}u_{i+1}=W^o\Delta z_iu_i^o.$$

In the first row the lower entry is absent, $b_{1/2}$ is replaced by $c_0$, and $(c_0-\delta)u_s$ is added on the right. In the last row the terms of the sealed edge are absent.

Summing (9) over cells cancels the inner fluxes. The metal gains $-F_{1/2}=-(u_{ox}-u_s)\delta-u_s\delta=-u_{ox}\delta$, which is what the oxide loses. This requires the $\delta$ used in the mesh to agree with the $\delta$ from (10), hence the iteration.

## Algorithm

Equal steps in $\sqrt t$ suit (1): the interface then moves about $Kh$ per step, with $h$ the step in $\sqrt t$.

```
u = 0; s = s0; k = 0
while s > 0 and t < t_end:
    dt = (2k+1) h^2
    (u_new, s_new) = STEP(u, s, dt)
    if s_new <= 0:
        find dt by bracketing so that STEP gives s_new = 0
        repeat STEP with that dt
    u, s = u_new, s_new
    t = t + dt; k = k + 1
    check u_ox*s + (L-s)*sum(dz*u) against its first value
if oxide is gone:
    continue with s = 0, delta = 0, c_0 = 0

STEP(u_old, s_old, dt):
    guess u = u_old, s = s_old
    repeat:
        W = L - s; delta = s - s_old
        evaluate D and edge coefficients from the guess
        solve the tridiagonal system for u
        s = s_old + c_0*(u[1]-u_s)/(u_ox-u_s)
    until changes in u and s are below tolerance
    report failure if the sweep limit is reached
```

A graded mesh, $z_j=(e^{\gamma j/n}-1)/(e^\gamma-1)$, puts small cells at the interface. The example uses $n=240$, with $\gamma=5$ for thick metal and $\gamma=2$ for thin layers.

**Cost.** A sweep takes $O(n)$ operations and storage. Reaching $t_*$ takes about $\sqrt{t_*}/h$ steps, so the work is $O(nm\sqrt{t_*}/h)$ for $m$ sweeps per step.

## Stability

Suppose $b>0$ at every inner edge. As $\delta\le0$, this means

$$|v|\,(Wg)\,w^R<D,\qquad |v|=(1-z)|\delta|/\Delta t. \tag{11}$$

Also $a>0$, so the off-diagonal entries are not positive. Each column sums to $W\Delta z_i$, plus $c_0$ in the first, which is positive. Such a matrix has a non-negative inverse. The right side is non-negative, so $u\ge0$.

A uniform $u=u_s$ also satisfies the linear system, since $W-W^o=-\delta$ matches the mesh terms. Subtracting, $u_s-u$ obeys the same matrix equation with right side $W^o\Delta z_i(u_s-u_i^o)\ge0$. Thus $0\le u\le u_s$ after each sweep, and (10) keeps $\delta\le0$. Under (11), diffusion itself puts no upper limit on the time step.

Condition (11) is sufficient, not necessary. The first steps have large $|v|$ and can violate it in wide remote cells, where hardly any oxygen has arrived; the bound is then not guaranteed. Nor does this argument prove that the sweeps converge. Shortening the step helps little at the start, where the problem has almost no time scale: in the example the first step takes 12 to 14 sweeps for any $\Delta t$ from $10^{-3}$ to 10 s, the count rises to hundreds for $r$ near 20, and shorter first steps violate (11) more often, not less.

## Worked example

A 20 nm zirconia film on zirconium is annealed at 775 K. The rough inputs are $u_{ox}=2$, $u_s=0.4$ and $R=1.5$, so $s_0=20/1.5=13.33$ nm. The illustrative law is $D=D(0)\exp(\beta u/u_s)$, with $D(0)=3$ nm²/s and $\beta=1$; it is not a measured dependence. The computed metal is 1000 nm thick.

**Constant-diffusivity check.** For $\beta=0$, $r=0.4/1.6=0.25$ gives $\lambda=0.12219$ and $K=2(0.12219)\sqrt3=0.4233$ nm/s$^{1/2}$. Then $t_*=(13.333/0.4233)^2=992.2$ s. With $h=\sqrt{992.2\ \mathrm s}/M$, the mesh times for $M=100$, 200 and 400 are too long by 0.267%, 0.137% and 0.071%. The error nearly halves with the step, as expected of a first-order method. Taking twice the finest result minus the next one cancels the leading error and gives 992.3 s.

The sealed stage has its own test. If $u_*(y)$ is the closed-form profile at $t_*$, reflection about $y=0$ gives the surface content after a further time $\tau$:

$$u(0,t_*+\tau)=\int_0^\infty u_*(y)\frac{e^{-y^2/(4D\tau)}}{\sqrt{\pi D\tau}}\,dy.$$

For $\tau=t_*$ this gives 0.2117; the mesh gives 0.2119.

**Variable diffusivity.** For $\beta=1$, $D$ rises from 3 to 8.15 nm²/s at the interface. Equation (6) gives $K=0.5930$ nm/s$^{1/2}$ and $t_*=505.6$ s, or 8.43 min. The extrapolated mesh time is 505.65 s, against 505.62 s from (6). The constant diffusivity giving the same time is $(K/2\lambda)^2=5.89$ nm²/s. At a quarter of the dissolution time the mesh leaves 0.5002 of the oxide, against one half from (1). The film is 11.1 nm thick at 100 s and 2.2 nm at 400 s.

Disappearance of the oxide does not leave a clean surface. The O/M ratio at $y=0$ is still 0.234 at $2t_*$ and 0.109 at $10t_*$.

**Finite metal.** If oxide remains at equilibrium, all the metal has $u=u_s$, so $N=u_{ox}s+u_s(L-s)$ and

$$s_{eq}=\frac{N-u_sL}{u_{ox}-u_s}. \tag{12}$$

With $N=u_{ox}s_0$ and initial metal thickness $H=L-s_0$, $s_{eq}$ is positive when $H<s_0(u_{ox}-u_s)/u_s=53.3$ nm. For $H=40$ nm, $s_{eq}=(26.667-21.333)/1.6=3.333$ nm, which is 5.0 nm of oxide; the mesh run ends there. For $H=60$ nm the film does vanish, but in about 617 s, 22% later than on thick metal. The single run with $M=100$ gives 626 s, about 1.5% too long because of its finite time step. These two layers are idealized as free of grain boundaries.

## Failure modes

**Trusting the oxygen total alone.** A constant-$D$ run with $M=5$ has a relative oxygen drift of $1.9\times10^{-12}$ but a time error of 4.7%. An inaccurate interface flux moves oxygen at the wrong rate without destroying any. The total checks bookkeeping; a step-size study and (2) check the rate.

**Omitting mesh motion within a step.** Suppose $\delta=0$ is used in the cell equations and the mesh is stretched afterwards. The metal gains $(u_{ox}-u_s)|ds|$ by diffusion and $\bar u|ds|$ by stretching, with $\bar u$ its mean content. The oxide loses $u_{ox}|ds|$, so the total falls by $(u_s-\bar u)|ds|$. In thick metal $\bar u$ is small, and the final loss approaches $u_s/u_{ox}=20\%$ of the initial oxygen. The runs lose 19.46% for $M=100$ and 19.47% for $M=200$. Smaller steps do not cure an omitted term.

**Using the model too early.** Equation (4) gives an infinite initial speed. A real interface has a finite transfer speed $k$, with flux $k(u_s-u_{int})$, where $u_{int}$ is the actual metal content at the interface. Holding the deficit to 5% at half the dissolution time requires $k\simeq1.5$ nm/s in the example. The required value grows as $t^{-1/2}$ towards earlier times. A small deficit at mid-time does not mean a small error in the time: with $k=1.5$ nm/s the film vanishes at about 586 s, 16% later than with an equilibrium interface, and with $k=2$ nm/s still 12% later.

## The real case

Dissolution of surface oxide during a vacuum anneal is what activates zirconium-based getters. The example's parameters are rough values for that regime, and its 8 min is an estimate of scale. The largest uncertainty examined is the unknown $D(u)$: with $D(0)$ fixed, $\beta=-1,0,1$ gives 1850, 992 and 506 s. With an activation energy of 1.9 eV, a sample 5 K hotter has $D$ higher by 20%, which shortens the time by about 17%. Raising $u_s$ by 0.02, at unchanged interface diffusivity, shortens it by 10%; if $D(u)$ is instead kept as the same function of $u$, so that the interface diffusivity rises too, by 13%. Heating at 1 K/s adds the equivalent of 25.5 s at temperature, if $u_s$ stays constant during heating and the temperature factor of $D$ does not depend on $u$. Oxygen gas at $10^{-9}$ Torr, with every molecule sticking, would supply 0.3% of the film's oxygen during the anneal. A strain of 0.01 lowers $D$ by 2%, and an oxide ratio lower by 0.02 removes 1% of the film's oxygen and, at fixed $s_0$, shortens the time by about 2%. The model has only two phases; ordering of oxygen in the metal near saturation and any suboxide layer at the interface, both known for zirconium, are left out.

The absence of grain boundaries is the assumption that fails in fine-grained getters. Let a boundary of width $w_b$ have diffusivity $\rho D$ and leak into both grains over a depth $d=\sqrt{\pi Dt}$. Balance along it, $w_b\rho Dc''=2Dc/d$, gives a penetration $\ell=\sqrt{w_b\rho d/2}$. Square grains of side $G$ have boundary length $2/G$ per area. Dividing the boundary flux by the bulk flux $Du_s/d$ gives the share $2w_b\rho d/(G\ell)$. With the equivalent $D=5.89$ nm²/s and $t=t_*=505.6$ s, $d=97$ nm. For $G=20$ μm, $w_b=0.5$ nm and an assumed $\rho=1000$, $\ell=155$ nm and the share is 3.1%. This is an upper estimate, since it neglects the oxygen that enters the grains directly from the interface and so reduces the leak. At $G=1$ μm, other inputs held, the same estimate gives about 60%. The exact solution for an isolated boundary under a fixed surface (Whipple's) gives, for the same inputs, a net gain in uptake of 1.8% at 20 μm and 36% at 1 μm. The latter is enough to make the one-dimensional model inadequate. The remaining values are in the numerical output.

## Numbers as computed

```
O/M ratio: oxide 2.0, metal at interface 0.4
Oxide thickness 20.0 nm, volume ratio 1.50
Metal-equivalent thickness s0 = 13.333 nm
D(0) = 3.00 nm^2/s, T = 775 K, beta = 1
D at interface = 8.155 nm^2/s
Activation energy = 1.90 eV
Thick metal in the computation = 1000 nm
Constant D: lambda = 0.12219, K = 0.42329 nm/s^0.5
Constant D: closed-form dissolution time = 992.22 s
Time error, 100 reference steps = 0.2674 %
Time error, 200 reference steps = 0.1366 %
Time error, 400 reference steps = 0.0709 %
Error ratio on first halving of step = 1.958
Constant D: extrapolated mesh time = 992.27 s
Surface O/M at twice that time: mesh 0.21189
Surface O/M at twice that time: integral 0.21174
beta -1: K = 0.30995 nm/s^0.5, time 1850.47 s
beta +0: K = 0.42329 nm/s^0.5, time 992.22 s
beta +1: K = 0.59296 nm/s^0.5, time 505.62 s
Main case: extrapolated mesh time = 505.65 s
Main case: similarity time = 8.43 min
Equivalent constant D = 5.887 nm^2/s
Fraction of oxide left at quarter time = 0.50017
Oxide thickness at 50 s = 13.718 nm
Oxide thickness at 100 s = 11.113 nm
Oxide thickness at 200 s = 7.429 nm
Oxide thickness at 400 s = 2.219 nm
Surface O/M at 2 dissolution times = 0.2338
Surface O/M at 10 dissolution times = 0.1094
Largest relative oxygen drift = 7.7e-11
Five-step run: oxygen drift 1.9e-12
Five-step run: time error = 4.66 %
No mesh motion, 100 steps: oxygen change -19.46 %
No mesh motion, 200 steps: oxygen change -19.47 %
Least metal for full dissolution = 53.33 nm
60 nm metal: dissolution time = 626.0 s
40 nm metal: oxide left, mesh 5.0000 nm
40 nm metal: oxide left, balance 5.0000 nm
5 K hotter: D rises by 20.0 %
1 K/s ramp from 300 K: equivalent hold = 25.5 s
u_s higher by 0.02: time change -10.2 %
Film oxygen = 1147 atoms/nm^2
O2 at 1e-09 Torr, 300 K, all sticking: 0.32 % of film O
Grain 20 um, boundary width 0.5 nm, D ratio 1000
Grain-boundary share of bulk flux = 3.1 %
Normal strain 0.01: D effect = 2.0 %
Oxide O/M lower by 0.02: 1.0 % less film O
Transfer speed for 5 % interface deficit = 1.49 nm/s
```
